# The Barrett moment and equivalent charge radius from a muonic transition

Anyone who converts a measured muonic transition energy into a nuclear charge radius must decide which radius to report. A Dirac calculation can be tuned to the energy by adjusting a model charge density, and the root-mean-square (rms) radius of that density can then be read off. Another density, with a different surface thickness, can reproduce the same energy and have a different rms radius. The quantity to report is one on which such densities agree. It can be found from the electrostatic potential that the muon itself produces inside the nucleus.

Take a muon of mass $m$ bound to a static, spherical nucleus of charge number $Z$. The charge density $\rho$ is normalized to one, and averages over it are written

$$
\langle f\rangle=\int_0^\infty 4\pi r^2\rho(r)f(r)\,dr,\qquad \langle 1\rangle=1 .
$$

The nuclear recoil, vacuum polarization, self-energy, nuclear polarization and screening by electrons are left out; their effect on the use of the result is considered below. With energies $E$ counted without the rest energy, the radial Dirac equations are

$$
\hbar c\left(-F'+\frac{\kappa}{r}F\right)+VG=EG,
$$

$$
\hbar c\left(G'+\frac{\kappa}{r}G\right)+(V-2mc^2)F=EF,
$$

where $\kappa=-1$ for $1s_{1/2}$ and $\kappa=-2$ for $2p_{3/2}$. The radial density $P=G^2+F^2$ satisfies $\int_0^\infty P\,dr=1$.

Consider two nuclei with potentials $V_0$ and $V_1$, and the corresponding states with the same $\kappa$. Multiply the two equations of state 1 by $G_0$ and $F_0$ and add them. Do the same with the labels exchanged, and subtract. The terms in $\kappa$ cancel in pairs, and the derivatives combine into

$$
-F_1'G_0-F_1G_0'+G_1'F_0+G_1F_0'=\frac{d}{dr}(G_1F_0-F_1G_0).
$$

For a finite nucleus both components vanish at the origin, and for bound states they vanish at infinity. The total derivative therefore integrates to zero, leaving

$$
E_1-E_0=\frac{\int_0^\infty (V_1-V_0)(G_1G_0+F_1F_0)\,dr}{\int_0^\infty (G_1G_0+F_1F_0)\,dr},
$$

provided the overlap in the denominator is not zero. No expansion has been made. If $\delta V=V_1-V_0$ is small, the normalized mixed density differs from $P_0$ by terms of first order in $\delta V$. Since it is multiplied by $\delta V$, the energy differs from the simple expectation value in second order:

$$
\delta E=\int_0^\infty P_0\,\delta V\,dr+O(\delta V^2).
$$

The change of potential comes from a change $\delta\rho$ of the nuclear density. The spherical average of $1/|\mathbf r-\mathbf r'|$ is $1/r_>$, where $r_>$ is the larger of $r$ and $r'$, so

$$
\delta V(r)=-Z\alpha\hbar c\int_0^\infty\frac{4\pi r'^2\delta\rho(r')}{r_>}\,dr'.
$$

Insert this into the first-order energy and perform the integral over the muon coordinate first. For a muon state $n$ the result is

$$
\delta E_n=Z\int_0^\infty4\pi r^2\delta\rho(r)\,\phi_n(r)\,dr,
$$

$$
\phi_n(r)=-\alpha\hbar c\left[\frac1r\int_0^rP_n(r')\,dr'+\int_r^\infty\frac{P_n(r')}{r'}\,dr'\right].
$$

Here $\phi_n(r)$ is the potential energy of a unit positive charge in the field of the muon. The energy shift has been rewritten as the energy of the displaced nuclear charge in that field. A single magnetic substate of $2p_{3/2}$ is not spherical, but a spherical nucleus couples only to the spherical part of its density, which is what $P_{2p}$ describes.

Define the transition energy as $E_{\rm tr}=E_{2p}-E_{1s}$, a positive number, and the difference potential as $W=\phi_{2p}-\phi_{1s}$. Then

$$
\delta E_{\rm tr}=Z\int_0^\infty4\pi r^2\delta\rho\,W\,dr+O(\delta\rho^2).
$$

To first order, the transition measures the nuclear average of $W$. What remains is to describe this function by a few parameters.

Its shape follows from its slope. When $\phi_n$ is differentiated, the two terms that contain $P_n(r)/r$ cancel, and $\phi_n'=\alpha\hbar c\,r^{-2}\int_0^rP_n\,dr'$. With $D=P_{1s}-P_{2p}$ and $Q(r)=\int_0^rD\,dr'$,

$$
-W'(r)=\alpha\hbar c\,\frac{Q(r)}{r^2}.
$$

Near the origin $P_{1s}\simeq p_0r^2$, whereas $P_{2p}$ starts as $r^4$. Hence $Q\simeq p_0r^3/3$, and integration gives

$$
W(r)\simeq W(0)-\frac{\alpha\hbar c\,p_0}{6}\,r^2 .
$$

If the nucleus is so small that this form holds throughout its volume, the constant drops out because $\int4\pi r^2\delta\rho\,dr=0$, and

$$
\delta E_{\rm tr}=-\frac{Z\alpha\hbar c\,p_0}{6}\,\delta\langle r^2\rangle .
$$

This is the light-nucleus limit, in which the transition does measure the mean-square radius. For a nonrelativistic muon and a nearly pointlike nucleus, $p_0=4(Z\alpha mc/\hbar)^3$, so the coefficient of $\delta\langle r^2\rangle$ becomes $-\tfrac23(Z\alpha)^4mc^2(mc/\hbar)^2$. The minus sign says that a larger nucleus binds the $1s$ muon less strongly and lowers the transition energy.

In a heavy nucleus the muon density varies appreciably across the nuclear volume. Its effect can be expressed as a local exponent. For a constant plus a multiple of $r^q$, the logarithmic slope of the derivative is $q-1$. Applied to $-W'\propto Q/r^2$, this defines

$$
q(r)=1+\frac{d\ln(-W')}{d\ln r}=\frac{rD(r)}{Q(r)}-1 .
$$

For $D\propto r^2$ one has $Q=rD/3$ and $q=2$. If $D/r^2$ decreases outward, the integral $Q$ exceeds $rD/3$, and $q$ falls below 2. No single power can follow an exponent that changes with radius. The Barrett form,

$$
W(r)\approx A+B\,m(r),\qquad m(r)=r^ke^{-ar},
$$

can do so, because its derivative is proportional to $r^{k-1}(k-ar)e^{-ar}$ and therefore

$$
q(r)=k-ar-\frac{ar}{k-ar}\qquad(r<k/a),
$$

which decreases with $r$ when $a>0$. The form is an interpolation over the nuclear charge, not the true expansion at the origin, where $q=2$.

The parameters are chosen for a reference density $\rho_0$ by minimizing the charge-weighted square of the residual $\varepsilon=W-A-Bm$,

$$
\int_0^\infty4\pi r^2\rho_0\,\varepsilon^2\,dr .
$$

For given $k$ and $a$, setting the derivative with respect to $A$ to zero gives $A=\langle W\rangle_0-B\langle m\rangle_0$. The derivative with respect to $B$ then gives

$$
B=\frac{\langle mW\rangle_0-\langle m\rangle_0\langle W\rangle_0}{\langle m^2\rangle_0-\langle m\rangle_0^2},
$$

and $k$ and $a$ are varied numerically. Now insert $W=A+Bm+\varepsilon$ into the energy shift. The constant $A$ again drops out, and with the Barrett moment $M=\langle r^ke^{-ar}\rangle$,

$$
\delta E_{\rm tr}=ZB\,\delta M+Z\int_0^\infty4\pi r^2\delta\rho\,\varepsilon\,dr+O(\delta\rho^2).
$$

The contribution of the imperfect fit is at most $Z\int4\pi r^2|\delta\rho||\varepsilon|\,dr$ in magnitude. It is small if the fit is good wherever the density is uncertain.

This relation also fixes the moment itself, not just its changes. Adjust $\rho_0$ until the calculated $E_{\rm tr}$ equals the measured one. If another density $\rho$ gives the same energy, the left-hand side is zero, so

$$
M[\rho]-M[\rho_0]=-\frac1B\int_0^\infty4\pi r^2(\rho-\rho_0)\,\varepsilon\,dr+O\big((\rho-\rho_0)^2\big).
$$

The two densities share the moment up to the fit residual and a second-order term. This is the sense in which the moment is model-independent: it is insensitive to moderate changes of shape at fixed energy. It still rests on the muon wave functions of a reasonable reference nucleus.

A moment in units of $\mathrm{fm}^k$ is awkward to compare, so it is expressed as a length. The equivalent radius $R_k$ is the radius of a uniformly charged sphere with the same Barrett moment:

$$
\frac{3}{R_k^3}\int_0^{R_k}r^2\,r^ke^{-ar}\,dr=M .
$$

Call the left-hand side $S(R)$ for a general radius $R$. The product rule gives

$$
\frac{dS}{dR}=-\frac{9}{R^4}\int_0^Rr^2m\,dr+\frac{3}{R^3}R^2m(R)=\frac3R\,[m(R)-S(R)].
$$

For $a>0$, $m$ increases up to $r=k/a$. Below that radius its value at the edge of the sphere exceeds its mean inside, $S$ increases, and there is at most one solution. At the solution $S=M$, and with $\delta M=\delta E_{\rm tr}/(ZB)$ the sensitivity is

$$
\frac{dR_k}{dE_{\rm tr}}=\frac{R_k}{3ZB\,[m(R_k)-M]} .
$$

It is negative because $B$ is negative. The values of $k$ and $a$ must be quoted with $R_k$, since another pair defines another radius.

For a worked example take $Z=80$ and the Fermi density $\rho_0\propto[1+e^{(r-c)/z}]^{-1}$ with the round parameters $c=6.6$ fm and $z=0.52$ fm. The Dirac equations were solved by diagonalization in a kinetically balanced spline basis, and the potentials were obtained by Gauss–Legendre quadrature. The levels are $E_{1s}=-10.181095$ MeV and $E_{2p}=-4.392823$ MeV, so

$$
E_{\rm tr}=-4.392823+10.181095=5.788272\ \mathrm{MeV}.
$$

These digits describe the model, not a real atom, for which the omitted corrections matter. The fit gives $k=2.3452$, $a=0.1517\ \mathrm{fm}^{-1}$ and $B=-1.827492\times10^{-3}\ \mathrm{MeV\,fm}^{-k}$. The fit was made for $r<16$ fm. The three parameters are strongly correlated, and their last digits depend on numerical details of the fit: $k$ can move by $10^{-4}$ and $B$ by $4\times10^{-8}$, while $R_k$ below keeps the digits shown. The fitted curve follows the difference potential as shown here.

| $r$ (fm) | $W$ (keV) | Fit (keV) |
|---:|---:|---:|
| 1 | 124.928 | 124.841 |
| 2 | 119.511 | 119.555 |
| 4 | 100.715 | 100.695 |
| 6 | 77.262 | 77.277 |
| 8 | 55.232 | 55.193 |
| 10 | 37.584 | 37.681 |

The charge-weighted rms residual is 0.025 keV. Among the listed points the deviations are largest at 1 fm and 10 fm, where the weight $4\pi r^2\rho_0$ is small. At 6 fm, $ar=0.910$ and the local exponent of the fit is $2.345-0.910-0.910/1.435=0.80$, far from the value 2 of the mean-square radius. If $a$ is set to zero, the best single power is $k=1.18$, and the residual rises to 0.865 keV.

The moment of the reference density is $M=22.16912\ \mathrm{fm}^k$, which corresponds to $R_k=6.98438$ fm. At the edge of the equivalent sphere $m(R_k)=33.06600\ \mathrm{fm}^k$, and therefore

$$
\frac{dR_k}{dE_{\rm tr}}=\frac{6.98438}{3(80)(-1.827492\times10^{-3})(10.89688)}=-1.461\ \mathrm{fm/MeV}.
$$

An uncertainty of 0.1 keV in the energy thus becomes $1.5\times10^{-4}$ fm in $R_k$. The sphere with the same rms radius as the reference density, 5.46555 fm, would have a radius of $\sqrt{5/3}\times5.46555=7.056$ fm. The two equivalent radii are different quantities.

To imitate an isotope shift, let $c$ grow by 0.05 fm at fixed $z$. The difference between two full Dirac calculations is $-31.725$ keV. The first-order integral with $W$ gives $-31.848$ keV, and $ZB\,\delta M$ gives $-31.852$ keV. Replacing $W$ by its fit therefore costs 0.004 keV, whereas the neglected second-order response of the muon amounts to 0.123 keV, or 0.4% of the full shift. When half of the same density change is applied, this remainder falls by a factor of 3.998, as a quadratic term should.

Multiplying the full shift by the sensitivity gives $\delta R_k=0.04636$ fm, while the moments of the two densities give 0.04656 fm. The difference, $2\times10^{-4}$ fm, is larger than the effect of a 0.1 keV energy uncertainty. At that precision the sensitivity should serve to propagate errors, and each isotope should have its own reference density tuned to its own energy, with $k$ and $a$ held fixed if the radii are to be compared. This is suited to neighbouring isotopes. As the density moves away from the one for which $k$ and $a$ were fitted, the fixed function follows the new difference potential less closely, and $R_k$ depends more on the assumed shape.

The choice between radii is decided by nuclei of different shape with the same transition energy. Let the density be

$$
\rho\propto\frac{1+w\,r^2/c^2}{1+e^{(r-c)/z}},
$$

where a positive $w$ produces a central depression. For each pair $(z,w)$ the radius parameter $c$ was adjusted until $E_{\rm tr}$ equalled that of the reference. The parameters $k$ and $a$ were kept.

| $z$ (fm) | $w$ | $c$ (fm) | rms (fm) | $R_k$ (fm) |
|---:|---:|---:|---:|---:|
| 0.52 | 0 | 6.6000 | 5.4656 | 6.98438 |
| 0.45 | 0 | 6.6982 | 5.4514 | 6.98434 |
| 0.60 | 0 | 6.4686 | 5.4845 | 6.98444 |
| 0.52 | 0.1 | 6.5287 | 5.4631 | 6.98438 |

The rms radii spread over 0.033 fm, the equivalent radii over 0.00009 fm. The first spread is more than 200 times the effect of a 0.1 keV energy uncertainty; the second is smaller than that effect, within this model without vacuum polarization. The radius obtained from the single-power fit with $a=0$ spreads over 0.012 fm, which is less than the spread of the rms radius but more than 100 times the spread of $R_k$ with the exponential factor included. These four shapes illustrate the size of the model dependence and do not bound it for arbitrary densities.

An rms radius can still be derived, but it needs information on the shape from elsewhere. One writes $r_{\rm rms}=R_k/v$ and takes the ratio $v=R_k/r_{\rm rms}$ from a density that is known independently. In the table $v$ runs from 1.2735 for the thick surface to 1.2812 for the thin one. The model dependence has not disappeared; it has been separated from the muonic measurement and placed in $v$.

For a lighter nucleus the distinction becomes less sharp. With $Z=20$, $c=3.6$ fm and $z=0.52$ fm, the best single power is $k=1.74$, compared with 1.18 for $Z=80$. It has moved towards the limit of 2 but has not reached it, so even there the mean-square radius is an approximation to what the transition measures.

The result loses its accuracy when the density change is large enough for the second-order response to matter, or when it lies where the fit is poor. It also inherits errors from the effects left out of the Dirac model. These must be calculated and removed from the measured energy before the density is tuned, and an error $\Delta$ in their sum changes the energy used for tuning by $-\Delta$ and so shifts $R_k$ by $-(dR_k/dE_{\rm tr})\Delta$. A correction that itself depends on the nuclear density, as vacuum polarization does, must be recalculated as the density is tuned, and it also contributes to the energy response. In the $Z=80$ example the first-order (Uehling) vacuum polarization adds about 37 keV to $E_{\rm tr}$. It changes by about $-0.34$ keV when $c$ grows by 0.05 fm, and by about 0.08 keV, or $1\times10^{-4}$ fm in $R_k$, between the reference and the thick-surface shape, as much as the whole spread in the table. At a precision of 0.1 keV its first-order part should therefore be added to $W$ before the fit. Finally, another transition has another difference potential, and in general its own $k$, $a$ and $R_k$.
